# Photons scattered before optical pumping leaves an atom dark

## The problem

An atom has a lower level with angular momentum $J=1/2$ and an upper level with $J'=1/2$, joined by an electric-dipole transition. It is illuminated by pure $\sigma^+$ light, whose photons each carry angular momentum $+\hbar$ along the beam. The quantization axis $z$ points along the beam. At time $t=0$ the atom is in the lower state $m=-1/2$.

(a) Find the populations as functions of time.

(b) How many photons does the atom scatter, on average, before it stops responding to the light?

(c) How long does this take, on average?

A scattered photon means here a spontaneously emitted photon, and the last one counts. The transition is closed: the upper level decays only to the two lower states. There is no hyperfine structure, no collision that changes $m$, no transverse magnetic field, and no reabsorption of emitted light. Zeeman shifts are so small compared with the optical frequency that all decay lines have practically the same frequency.

Write $|g_\pm\rangle$ for the lower states with $m=\pm1/2$ and $|e_\pm\rangle$ for the upper ones. Let $G$ be the total spontaneous decay rate of an upper state, and $R$ the rate at which an atom in $|g_-\rangle$ absorbs. The light also causes stimulated emission back to $|g_-\rangle$, at the same rate $R$ per excited atom, because the same pair of single states is coupled in both directions.

For numbers, take a model atom with $G=30\ \mu\mathrm{s}^{-1}$ and $R=3\ \mu\mathrm{s}^{-1}$. These are round parameters and represent no particular element.

## A first estimate by scaling

Absorption of a $\sigma^+$ photon raises $m$ by one. From $|g_-\rangle$ the atom reaches $|e_+\rangle$. From $|g_+\rangle$ it would have to reach $m'=3/2$, which does not exist in a level with $J'=1/2$. The state $|g_+\rangle$ is therefore dark, and an atom that falls into it stays there.

The state $|e_+\rangle$ has two exits by spontaneous emission, one to $|g_-\rangle$ and one to $|g_+\rangle$. Without a calculation of their strengths, the natural guess is that they are comparable, so that each emission ends the process with probability $p\sim1/2$. The mean number of emissions is then of order

$$N\sim\frac1p\sim2 .$$

This number should not depend on the light intensity. Stronger light brings the atom to $|e_+\rangle$ sooner, but the choice between the two exits belongs to the atom.

For the time, ignore stimulated emission. One cycle consists of a wait of about $1/R$ for absorption and about $1/G$ for emission, so

$$T\sim2\left(\frac1R+\frac1G\right)=2\left(\frac13+\frac1{30}\right)\mu\mathrm{s}\approx0.73\ \mu\mathrm{s}.$$

The estimate has two weak points: the guessed value of $p$ and the neglect of stimulated emission.

## Exact solution

### The branching of the upper state

Let $\mathbf d$ be the electric-dipole operator and measure $\mathbf J$ in units of $\hbar$. Since $\mathbf d$ is a vector, it obeys

$$[J_x,d_y]=id_z,\qquad [J_y,d_x]=-id_z,\qquad [J_x,d_x]=[J_y,d_y]=0,$$

and the relations obtained by cyclic exchange of $x,y,z$. Define $d_\pm=d_x\pm id_y$ and $J_\pm=J_x\pm iJ_y$. From $[J_z,d_x]=id_y$ and $[J_z,d_y]=-id_x$ follows

$$[J_z,d_\pm]=id_y\pm d_x=\pm d_\pm .$$

Thus $d_+$ raises $m$ by one, $d_-$ lowers it by one, and $d_z$, which commutes with $J_z$, leaves it unchanged. Absorption of $\sigma^+$ light acts through $d_+$, which confirms the selection rule used above.

The strengths of the two decays are linked by a further commutator:

$$[J_+,d_-]=-i[J_x,d_y]+i[J_y,d_x]=-i(id_z)+i(-id_z)=2d_z .$$

Take its matrix element between $\langle g_+|$ and $|e_+\rangle$:

$$\langle g_+|J_+d_-|e_+\rangle-\langle g_+|d_-J_+|e_+\rangle=2\langle g_+|d_z|e_+\rangle .$$

The second term vanishes because $J_+|e_+\rangle=0$: there is no higher state in the level. In the first term, $\langle g_+|J_+$ is the adjoint of $J_-|g_+\rangle=|g_-\rangle$, and so equals $\langle g_-|$. With $M=\langle g_+|d_z|e_+\rangle$ this gives

$$\langle g_-|d_-|e_+\rangle=2M .$$

The spontaneous rate to a given lower state needs a sum over photon polarizations and directions. For a photon direction $\mathbf n$ and a transition dipole $\mathbf D$, the two transverse polarizations together contribute $|\mathbf D|^2-|\mathbf n\cdot\mathbf D|^2$. Averaged over directions, the second term is $|\mathbf D|^2/3$, so the rate is proportional to $|\mathbf D|^2=|D_x|^2+|D_y|^2+|D_z|^2$. The remaining factor depends on the frequency and is the same for both decays.

For the decay to $|g_+\rangle$, $m$ does not change, only $d_z$ contributes, and $|\mathbf D|^2=|M|^2$.

For the decay to $|g_-\rangle$, $m$ falls by one and only $d_-$ contributes. Since $d_x=(d_++d_-)/2$ and $d_y=(d_+-d_-)/(2i)$, both Cartesian elements have magnitude $|2M|/2=|M|$. Hence

$$|\mathbf D|^2=|M|^2+|M|^2=2|M|^2 .$$

The decays are in the ratio $2:1$. An excited atom returns to $|g_-\rangle$ with probability $2/3$ and falls into the dark state with probability $1/3$. The derivation used only the two angular momenta and the vector character of $\mathbf d$, so it holds for any allowed dipole transition between two levels with $J=J'=1/2$.

### The rate equations

Let $a$, $e$ and $b$ be the populations of $|g_-\rangle$, $|e_+\rangle$ and $|g_+\rangle$. The state $|e_-\rangle$ is never reached. Counting gains and losses gives

$$\dot a=-Ra+\left(R+\tfrac23G\right)e,$$

$$\dot e=Ra-(R+G)e,$$

$$\dot b=\tfrac13Ge .$$

The right-hand sides add to zero, so $a+e+b=1$ at all times. Equations for populations alone require that the optical coherence between $|g_-\rangle$ and $|e_+\rangle$ is damped quickly compared with the changes in population, or that the light is sufficiently broadband. In the model atom spontaneous emission alone damps this coherence at the rate $G/2=15\ \mu\mathrm{s}^{-1}$, which is not fast compared with the initial changes in population, so the light is taken to be broadband.

To solve them, differentiate the second equation and insert the first:

$$\ddot e=R\dot a-(R+G)\dot e,\qquad R\dot a=-R(Ra)+R\left(R+\tfrac23G\right)e .$$

The second equation also says $Ra=\dot e+(R+G)e$. Therefore

$$R\dot a=-R\dot e-R(R+G)e+R\left(R+\tfrac23G\right)e=-R\dot e-\tfrac13RG\,e,$$

and the excited population obeys

$$\ddot e+(2R+G)\dot e+\tfrac13RG\,e=0 .$$

A trial solution $\exp(-\lambda t)$ gives $\lambda^2-(2R+G)\lambda+RG/3=0$, with the roots

$$f,s=\frac{2R+G\pm\sqrt{(2R+G)^2-4RG/3}}2 ,$$

where $f$ takes the upper sign. The expression under the root equals $4R^2+8RG/3+G^2$, which is positive, so the roots are real and distinct. Their sum and product are

$$s+f=2R+G,\qquad sf=\tfrac13RG ,$$

so both are positive for $R>0$.

The initial values are $a(0)=1$ and $e(0)=b(0)=0$, hence $\dot e(0)=R$. The combination of the two exponentials that vanishes at $t=0$ and has this slope is

$$e(t)=\frac{R}{f-s}\left(e^{-st}-e^{-ft}\right).$$

Integrating $\dot b=Ge/3$ from zero to $t$ gives

$$b(t)=\frac{RG/3}{f-s}\left[\frac{1-e^{-st}}s-\frac{1-e^{-ft}}f\right].$$

Replace $RG/3$ by $sf$ and collect the constant terms, which add to $(f-s)/(f-s)=1$:

$$b(t)=1-\frac{fe^{-st}-se^{-ft}}{f-s}.$$

Finally $a=1-e-b$. This answers part (a). Since both exponentials decay, $b\to1$: every atom ends in the dark state.

### The number of photons

Each excited atom emits spontaneously at the rate $G$, so the mean number of photons emitted up to time $t$ is

$$n(t)=\int_0^tGe(t')\,dt' .$$

The third rate equation says that $Ge=3\dot b$. With $b(0)=0$,

$$n(t)=3b(t),\qquad n(\infty)=3 .$$

The atom scatters three photons on average, for any $R>0$. This answers part (b).

The same result follows from single atoms. Let $N$ be the mean number of photons for an atom starting in $|g_-\rangle$. One photon is certainly emitted. After it, with probability $2/3$, the atom is back at its starting point and has another $N$ photons ahead of it on average. So

$$N=1+\tfrac23N,\qquad N=3 .$$

This road also gives the spread. To emit $n$ photons, the atom must return to $|g_-\rangle$ in the first $n-1$ emissions and go dark in the last:

$$P(n)=\tfrac13\left(\tfrac23\right)^{n-1},\qquad n=1,2,3,\dots$$

For the mean square $Q$, again split off the first photon. With probability $1/3$ the number is $1$; otherwise it is one plus a fresh copy of the original number:

$$Q=\tfrac13+\tfrac23(1+2N+Q)=1+\tfrac43N+\tfrac23Q=5+\tfrac23Q .$$

Hence $Q=15$, and the variance is $Q-N^2=15-9=6$. The standard deviation, $\sqrt6\approx2.4$, is almost as large as the mean. The most likely number is one, and $P(1)+P(2)=5/9$, so more than half of the atoms emit at most two photons. The mean is lifted to three by the minority that emit many.

Angular momentum provides a check. The last photon comes from the decay to $|g_+\rangle$, which leaves $m$ unchanged, and it carries no angular momentum along $z$. Each earlier photon comes from a decay that lowers $m$ by one, and it carries away $+\hbar$. There are $N-1=2$ of these on average. Each spontaneous emission needs one net absorption, meaning an absorption not undone by stimulated emission, so the light supplies $3\hbar$ on average. The balance $3\hbar-2\hbar=\hbar$ is the change of the atom from $m=-1/2$ to $m=+1/2$.

### The time to darkness

The probability that an atom is not yet dark at time $t$ is $1-b=a+e$. The mean time to darkness is the integral of this probability:

$$T=A+E,\qquad A=\int_0^\infty a\,dt,\qquad E=\int_0^\infty e\,dt .$$

Three emissions at the rate $G$ require $GE=3$, so $E=3/G$. Integrate the equation for $\dot e$ over all times. The left side gives $e(\infty)-e(0)=0$, so $RA=(R+G)E$ and

$$A=\frac{3(R+G)}{RG}=\frac3R+\frac3G .$$

The sum answers part (c):

$$T=\frac3R+\frac6G .$$

The same integrals count the stimulated events. The mean number of absorptions is $RA=3(1+R/G)$ and that of stimulated emissions is $RE=3R/G$. Their difference is three, as it must be.

## The model atom in numbers

For $R=3\ \mu\mathrm{s}^{-1}$ and $G=30\ \mu\mathrm{s}^{-1}$, the sum of the decay rates is $36\ \mu\mathrm{s}^{-1}$ and their product is $30\ \mu\mathrm{s}^{-2}$. The roots are $s=0.854\ \mu\mathrm{s}^{-1}$ and $f=35.15\ \mu\mathrm{s}^{-1}$. The populations and the photon count develop as follows.

| $t$ (µs) | $a$ | $e$ | $b$ | $n$ |
|---|---|---|---|---|
| 0.05 | 0.909 | 0.069 | 0.022 | 0.07 |
| 0.50 | 0.612 | 0.057 | 0.331 | 0.99 |
| 1.00 | 0.399 | 0.037 | 0.564 | 1.69 |
| 2.00 | 0.170 | 0.016 | 0.814 | 2.44 |
| 4.00 | 0.031 | 0.003 | 0.966 | 2.90 |

Two stages are visible. The excited population first builds up at the fast rate $f$. Afterwards $a$ and $e$ fall together at the slow rate $s$, with a fixed ratio. Setting $\dot e=-se$ in the second rate equation gives $Ra=(R+G-s)e$, so

$$\frac ea=\frac R{R+G-s}=\frac3{33-0.854}=0.093 ,$$

in agreement with $0.0571/0.6118=0.093$ at $0.5\ \mu\mathrm{s}$.

The mean time to darkness is $T=3/3+6/30=1.2\ \mu\mathrm{s}$. Reaching $b=0.99$ takes much longer. At late times only the slow exponential matters, and $fe^{-st}/(f-s)=0.01$ gives

$$t=\frac1s\ln\frac{100f}{f-s}=5.42\ \mu\mathrm{s}.$$

The mean number of absorptions is $3(1+0.1)=3.3$, of which $0.3$ are undone by stimulated emission.

A random simulation of 40000 atoms, in which each absorption and emission is drawn individually, gives a mean of $2.996$ photons with a standard error of $0.012$, and a variance of $5.98$. The fraction of atoms that emit a single photon is $0.333$, as $P(1)=1/3$ requires.

## Comparison of estimate and solution

The estimate gave two photons and the solution gives three. The scaling argument was right that the number is independent of intensity: at $R=0.03$, $3$ and $300\ \mu\mathrm{s}^{-1}$ the computed mean is $3.0000$ each time, while the number of absorptions rises from $3.003$ to $3.3$ and $33$. What it missed is the $2:1$ branching, which favours the return to $|g_-\rangle$ and lowers $p$ from $1/2$ to $1/3$.

The estimated time was $0.73\ \mu\mathrm{s}$, against the exact $1.2\ \mu\mathrm{s}$. Correcting the number of cycles from two to three gives $3(1/R+1/G)=1.1\ \mu\mathrm{s}$. The missing $0.1\ \mu\mathrm{s}$ is the difference between $6/G$ and $3/G$, and it comes from stimulated emission, which sends some excited atoms back to wait for another absorption.

The two limits of intensity show when this matters. The exact relation $s=RG/(3f)$ covers both.

- **Weak light, $R\ll G$.** Here $f\to G$ and $s\to R/3$. An atom absorbs at the rate $R$, and one absorption in three leads to darkness. The time $T\to3/R$ differs from the estimate $2/R$ only through the branching. For the model atom $R/3=1.0\ \mu\mathrm{s}^{-1}$ is 17% above the true $s$, because $f$ is larger than $G$ by the same factor.
- **Strong light, $R\gg G$.** Here $f\to2R$ and $s\to G/6$. Absorption and stimulated emission keep $a$ and $e$ nearly equal, so an atom that is not yet dark is excited half of the time and then goes dark at the rate $G/3$. The time cannot fall below $6/G$, whereas the estimate put the floor at $2/G$. A factor $3/2$ of this discrepancy is due to the branching and a factor $2$ to stimulated emission.

## Where the answer holds and where it changes

The number three does not rest on the rate equations for the excitation. Suppose the light is monochromatic and drives $|g_-\rangle$ and $|e_+\rangle$ coherently. Then $e(t)$ can oscillate, but the dark state is still filled only by spontaneous decay, $\dot b=Ge/3$, and nothing empties it. Therefore $n=3b$ still holds, and the final count is three if all atoms end dark. A master equation for all four states, with a Rabi frequency of $20$ and a detuning of $15$ radians per microsecond, gives $3.0000$. The mean time also keeps its form $T=3/R+6/G$ if spontaneous emission is the only source of damping and $R$ is replaced by $\Omega^2G/(G^2+4\Delta^2)$, where $\Omega$ is the Rabi frequency and $\Delta$ the detuning. The populations at a given time, in contrast, differ from those of the rate equations.

The starting state matters. An atom that begins in $|g_+\rangle$ scatters nothing. An unpolarized sample, with half of its atoms in each lower state, therefore scatters $\tfrac12\cdot3+\tfrac12\cdot0=1.5$ photons per atom.

An additional decay channel lowers the number. If a fraction $q$ of all decays leaves the system for good and the rest keep the ratio $2:1$, the probability of returning to $|g_-\rangle$ is $\tfrac23(1-q)$. The recursion becomes $N=1+\tfrac23(1-q)N$, so

$$N=\frac3{1+2q},$$

where photons of every channel are counted. For $q=0$ this returns three.

Processes that bring atoms from the dark state back into the scattering cycle can raise the number. A transverse magnetic field turns $|g_+\rangle$ partly back into $|g_-\rangle$, and an admixture of another polarization excites $|g_+\rangle$ directly. If such a process persists and no other dark state exists, scattering continues and the total number of photons grows with the exposure time. A circularly polarized beam tilted by an angle $\theta$ away from $z$ is an exception only when there is no magnetic field. It contains other polarizations with respect to $z$, but it has a dark state along its own axis, and the scattering stops there after $3\cos^2(\theta/2)$ photons on average, since $\cos^2(\theta/2)$ is the weight of the bright state in $|g_-\rangle$. A field along $z$ has a component transverse to the tilted beam, which empties this dark state, and the scattering continues. Where scattering continues, the count of three approximately describes the first arrival in $|g_+\rangle$, provided the disturbance is weak enough to be negligible during the pumping time $T$.

The numerical output below lists the populations, the photon counts and the simulated distribution for one to six photons.

## Computed results

```
Spontaneous decay rate G = 30.0 per microsecond
Pump rate R = 3.0 per microsecond
Branching of m'=+1/2 to m=-1/2: 0.6667
Branching of m'=+1/2 to m=+1/2: 0.3333
Slow decay rate s = 0.8536 per microsecond
Fast decay rate f = 35.1464 per microsecond
Weak-light estimate R/3 = 1.0000 per microsecond
Time (microseconds), populations a, e, b, photons emitted so far:
  t=0.05  a=0.9090  e=0.0687  b=0.0222  n=0.0667
  t=0.50  a=0.6118  e=0.0571  b=0.3312  n=0.9935
  t=1.00  a=0.3992  e=0.0373  b=0.5635  n=1.6905
  t=2.00  a=0.1700  e=0.0159  b=0.8141  n=2.4423
  t=4.00  a=0.0308  e=0.0029  b=0.9663  n=2.8988
  t=8.00  a=0.0010  e=0.0001  b=0.9989  n=2.9967
Final mean counts for three pump rates (per microsecond):
  R=0.03  emitted=3.0000  absorbed=3.0030
  R=3.00  emitted=3.0000  absorbed=3.3000
  R=300.00  emitted=3.0000  absorbed=33.0000
Mean photons from an unpolarized start: 1.5000
Mean time to darkness: 1.2000 microseconds
Time to reach b = 0.99: 5.424 microseconds
Simulated atoms: 40000
Simulated mean photons: 2.996
Standard error of that mean: 0.012
Simulated variance of photon number: 5.98
Simulated mean time to darkness: 1.197 microseconds
Probability of n photons, formula and simulation:
  n=1  formula=0.3333  simulation=0.3330
  n=2  formula=0.2222  simulation=0.2226
  n=3  formula=0.1481  simulation=0.1479
  n=4  formula=0.0988  simulation=0.1006
  n=5  formula=0.0658  simulation=0.0660
  n=6  formula=0.0439  simulation=0.0434
Coherent drive: Rabi frequency 20.0 rad per microsecond
Coherent drive: detuning 15.0 rad per microsecond
Coherent drive: mean photons 3.0000
```
